# Conductivity plateau of a thin film with an angular specularity cutoff

The conductivity of a film relative to that of the bulk metal, $S=\sigma/\sigma_0$, is a pure number. In semiclassical transport with a weak field along the film, the electron density, charge and mass set the scale of both conductivities and cancel in the ratio. Two lengths are left, the thickness $d$ and the bulk mean free path $\lambda$. If the surfaces add no length of their own but a dimensionless cutoff $c$, the answer must have the form

$$S=F(\kappa,c),\qquad \kappa=\frac{d}{\lambda}.$$

If a limit exists for vanishing thickness, it is therefore a function of $c$ alone. Symmetry suggests which electrons supply it. A flat mirror reverses the velocity component normal to the film and leaves the component along the field unchanged, so an electron that meets nothing but mirrors carries its bulk current however thin the film is.

Parrott's cutoff model makes this division sharp. Let $z$ be the normal to the film, let the field $\mathcal E$ point along $x$, and define $u=|v_z|/v_F$, with $v_F$ the Fermi speed. An electron that reaches a surface with $u<c$ is reflected specularly; one with $u>c$ is reflected diffusely. The two surfaces are alike, the Fermi surface is a sphere, and bulk scattering has one isotropic relaxation time $\tau$, so that $\lambda=v_F\tau$. The claim is that, for fixed $c>0$,

$$\lim_{\kappa\to0}S=\frac{3c-c^3}{2}.$$

Write the electron distribution as $f_0+f_1$, where $f_0$ is the equilibrium function of the energy $\varepsilon$. For charge $-e$, the steady Boltzmann equation to first order in the field is

$$v_z\frac{\partial f_1}{\partial z}+\frac{f_1}{\tau}=e\mathcal E v_x\frac{\partial f_0}{\partial\varepsilon}.$$

In the bulk the derivative in $z$ vanishes and $f_1=e\mathcal E\tau v_x\,\partial f_0/\partial\varepsilon$. In the film let $f_1$ be this bulk value times a factor $g$. Dividing by the common factors gives $v_z\tau\,\partial g/\partial z+g=1$. With $s=z/\lambda$, and with $g_+$ and $g_-$ for electrons moving towards larger and smaller $z$, this becomes

$$\pm u\frac{dg_\pm}{ds}=1-g_\pm,\qquad 0<s<\kappa.$$

The current is a sum of $v_xf_1$ over the Fermi surface, so each direction has weight $v_x^2=v_F^2(1-u^2)\cos^2\phi$, where $\phi$ is the azimuth about the normal. The azimuthal average of $\cos^2\phi$ is the same for film and bulk and cancels. Equal steps in $u$ are equal areas on the sphere, and $\int_0^1(1-u^2)du=2/3$. Hence

$$S=\frac32\int_0^1(1-u^2)\langle g\rangle\,du,$$

where $\langle g\rangle$ is averaged over the thickness and over the two signs of $v_z$.

Let $p(u)$ be the probability of specular reflection. The specular part keeps $v_x$, and so hands on the fraction $p$ of the incident deviation. The diffuse part hands on nothing: the incident deviation is proportional to $\cos\phi$, its total flux over all azimuths is zero, and the electrons leave with random azimuth. The boundary conditions are

$$g_+(0)=p\,g_-(0),\qquad g_-(\kappa)=p\,g_+(\kappa).$$

In the cutoff model the diffusely emitted electrons must leave with $u>c$. The outgoing directions with $u<c$ are already filled to their equilibrium flux by specular reflection, and further emission there would disturb equilibrium even without a field. Since the flux through a surface is proportional to $u$, the emitted electrons have the density $2u/(1-c^2)$ on $c<u<1$.

The solutions of the two transport equations are

$$g_+=1-Ae^{-s/u},\qquad g_-=1-Be^{-(\kappa-s)/u}.$$

With $E=e^{-\kappa/u}$, the boundary conditions read $1-A=p(1-BE)$ and $1-B=p(1-AE)$. Subtracting them gives $(A-B)(1+pE)=0$, hence $A=B$, and then

$$A=\frac{1-p}{1-pE}.$$

The average of $e^{-s/u}$ over the thickness is $(u/\kappa)(1-E)$, and the other exponential has the same average. Therefore

$$\langle g\rangle=1-\frac u\kappa\,\frac{(1-p)(1-E)}{1-pE}.$$

Now insert the cutoff. For $u<c$, $p=1$ and $\langle g\rangle=1$. For $u>c$, $p=0$ and the fraction reduces to $1-E$. The current integral becomes

$$S=1-\frac{3}{2\kappa}\int_c^1(u-u^3)\left(1-e^{-\kappa/u}\right)du.$$

To take the limit with control of the error, let $x=\kappa/u$. Integrating $e^{-t}\le1$ from $0$ to $x$ gives $1-e^{-x}\le x$. Integrating this result once more gives $x-1+e^{-x}\le x^2/2$. Together,

$$x-\frac{x^2}{2}\le1-e^{-x}\le x.$$

On the interval of integration $u\ge c$, so $x\le\kappa/c$ goes to zero uniformly, and $(1-e^{-\kappa/u})/\kappa$ may be replaced by $1/u$. The limit is

$$\begin{aligned}
S_0&=1-\frac32\int_c^1(1-u^2)\,du\\
&=1-\frac32\left[(1-c)-\frac{1-c^3}{3}\right]\\
&=1-\frac32+\frac{3c}{2}+\frac12-\frac{c^3}{2}
=\frac{3c-c^3}{2}.
\end{aligned}$$

Because the integral of $(3/2)(1-u^2)$ over the whole range $0<u<1$ is one, the same result can be written

$$S_0=\frac32\int_0^c(1-u^2)\,du.$$

This is the share of the bulk current carried by electrons with $u<c$. Grazing electrons move nearly parallel to the film and have more than the average weight in the current, which is why $S_0\approx3c/2$ at small $c$ exceeds $c$, their share of the directions. At $c=1$ all electrons are reflected specularly and $S_0=1$.

The same inequalities tell how the plateau is approached. Subtracting $S_0$ from $S$ gives

$$S-S_0=\frac32\int_c^1(1-u^2)\left[1-\frac{1-e^{-x}}{x}\right]du.$$

The square bracket lies between $0$ and $x/2=\kappa/(2u)$, so

$$0\le S-S_0\le\frac{3\kappa}{4}\int_c^1\left(\frac1u-u\right)du
=\frac{3\kappa}{4}\left[\ln\frac1c-\frac{1-c^2}{2}\right].$$

For $\kappa\ll c$ the upper bound is also the leading correction, since the next term of the bracket is smaller by a factor of order $\kappa/c$. Moreover $(1-e^{-x})/x=\int_0^1e^{-xt}dt$ falls as $x$ grows, so $S$ rises with thickness and the plateau is approached from above. For small $c$ the correction divided by $S_0\approx3c/2$ is about $(\kappa/2c)[\ln(1/c)-1/2]$. Apart from the logarithm, the condition for being near the plateau is thus $d\ll c\lambda$, which is stricter than $d\ll\lambda$.

With no specular reflection, $c=0$, the plateau is zero and the logarithm in the bound diverges. The correct law follows from the substitution $u=\kappa/x$:

$$S=\frac{3\kappa}{2}\int_\kappa^\infty\left(1-\frac{\kappa^2}{x^2}\right)\frac{x-1+e^{-x}}{x^3}\,dx.$$

For the first term in the parentheses, two integrations by parts give, as $\kappa\to0$,

$$\int_\kappa^\infty\frac{x-1+e^{-x}}{x^3}dx\to\frac14+\frac12\left[1+\int_\kappa^\infty\frac{e^{-x}}{x}dx\right],$$

and the last integral tends to $\ln(1/\kappa)-\gamma$, where $\gamma$ is Euler's constant. The second term is dominated by $x$ near $\kappa$, where $x-1+e^{-x}\approx x^2/2$; it contributes $-\kappa^2\int_\kappa^\infty dx/(2x^3)=-1/4$. The two quarters cancel, leaving

$$S\approx\frac{3\kappa}{4}\left[\ln\frac1\kappa+1-\gamma\right]\qquad(c=0,\ \kappa\ll1).$$

In the opposite limit of a thick film, $e^{-\kappa/u}\le e^{-\kappa}$ is negligible. Since $\int_c^1(u-u^3)du=(1-c^2)^2/4$,

$$S\approx1-\frac{3(1-c^2)^2}{8\kappa}\qquad(\kappa\gg1).$$

A constant specularity $p$ gives $1-3(1-p)/(8\kappa)$ in the same limit. The two models agree there if $p=1-(1-c^2)^2$, so measurements on thick films alone cannot distinguish them through this leading term. In thin films they part completely.

The reason can be seen for any fixed function $p(u)$. Because $1-pE\ge1-p$, the loss factor obeys

$$\frac{(1-p)(1-E)}{1-pE}\le1-E\le\frac\kappa u .$$

Thus $\langle g\rangle$ stays between zero and one. At each $u>0$ with $p<1$, the ratio $(1-p)/(1-pE)$ tends to one as $E\to1$, and $\langle g\rangle\to0$. Where $p=1$, $\langle g\rangle=1$ at every thickness. Since the integrand is bounded, the limit may be taken under the integral:

$$\lim_{\kappa\to0}S=\frac32\int_{p(u)=1}(1-u^2)\,du.$$

A specularity of 0.99 at every angle therefore gives no plateau. As the film thins, the number of surface encounters within one bulk free path grows without limit, and any fixed chance of diffuse reflection is eventually realized. Saturation requires perfect reflection over a finite range of angles.

A rough surface suggests a smooth law instead. For Gaussian height variations of rms size $h$ and gentle slopes, the reflected wave acquires a phase $2k_Fu$ times the local height, where $k_F$ is the Fermi wavenumber. The squared average of the phase factor gives $p=e^{-a^2u^2}$ with $a=2k_Fh$. This equals one only at $u=0$, so the limit is zero. At small $\kappa$ the surviving current comes from small $u$, where $1-p\approx a^2u^2$ and $1-E\approx\kappa/u$. Then

$$\langle g\rangle\approx\frac{\kappa/u}{a^2u^2+\kappa/u}=\frac{1}{1+a^2u^3/\kappa}.$$

Setting $u=(\kappa/a^2)^{1/3}t$ and using $\int_0^\infty dt/(1+t^3)=2\pi/(3\sqrt3)$ gives

$$S\approx\frac{\pi}{\sqrt3}\left(\frac{\kappa}{a^2}\right)^{1/3}.$$

The important values of $u$ scale as $\kappa^{1/3}$, so $\kappa/u$ scales as $\kappa^{2/3}$ and is indeed small. The decay is slow: in this regime halving the thickness lowers $S$ by only about a fifth.

For numbers, take a copper-like film with rough typical inputs: an fcc lattice parameter of 0.36 nm, one conduction electron per atom, and a bulk resistivity $\rho_0=1.7\ \mu\Omega\,$cm near room temperature. The cutoff is chosen as $c=0.3$. Four atoms per cubic cell give a density $n=8.57\times10^{28}\ \mathrm{m^{-3}}$, and $k_F=(3\pi^2n)^{1/3}=13.6\ \mathrm{nm^{-1}}$. From $\sigma_0=ne^2\tau/m$ and $mv_F=\hbar k_F$,

$$\rho_0\lambda=\frac{\hbar k_F}{ne^2}=6.54\times10^{-16}\ \Omega\,\mathrm{m^2},$$

so $\lambda=38.5$ nm. The plateau is $S_0=(0.9-0.027)/2=0.4365$, which corresponds to a resistivity of $1.7/0.4365=3.89\ \mu\Omega\,$cm.

The table gives the angular integral evaluated by Gauss–Legendre quadrature. The constant specularity, $p=0.1719$, is matched in the thick-film limit. The smooth law is matched by $p(c)=1/2$, which gives $a=\sqrt{\ln2}/c=2.775$ and $h=0.10$ nm. All surface parameters are held fixed as $d$ changes.

| $d$ (nm) | $S$, cutoff | $\rho$, cutoff ($\mu\Omega\,$cm) | $S$, constant $p$ | $S$, smooth |
|---:|---:|---:|---:|---:|
| 100 | 0.883 | 1.93 | 0.882 | 0.890 |
| 20 | 0.645 | 2.64 | 0.589 | 0.652 |
| 10 | 0.559 | 3.04 | 0.433 | 0.539 |
| 5 | 0.503 | 3.38 | 0.296 | 0.439 |
| 2 | 0.465 | 3.66 | 0.165 | 0.330 |

At 100 nm the three laws nearly agree; at 2 nm they differ widely. For the cutoff at 10 nm, $\kappa=0.260$ and the bound on the approach is $0.4365+0.5617\times0.260=0.583$. The computed 0.559 lies below it, as it must. Continuing the formulas to $\kappa=10^{-6}$, far below any physical film, gives 0.4365 for the cutoff, 0.00001 for constant $p$ and 0.0092 for the smooth law.

Solving numerically for $S=1.05\,S_0$ gives $\kappa=0.040$, or $d=1.54$ nm at room temperature. There the semiclassical picture is failing. With hard walls the normal motion is quantized as $u_n=n\pi/(k_Fd)$, and with the Fermi level held at its bulk value this film has six occupied subbands, two of them below the cutoff, the second only just; at 1.5 nm one is left. Below $\pi/(k_Fc)=0.77$ nm none is left below it. Vanishing thickness must therefore mean $d\ll c\lambda$ with many occupied subbands still below the cutoff, a window that room-temperature copper barely offers. Cooling opens it, as long as bulk scattering stays isotropic as the model assumes. For a rough bulk resistivity of $0.2\ \mu\Omega\,$cm near 77 K, $\lambda=327$ nm and the 5% criterion is met at 13 nm. With $c$ unchanged, a 10 nm film then has $S=0.453$ and a resistivity of $0.44\ \mu\Omega\,$cm. The ratio saturates, while the resistivity still follows the bulk value. For real copper these cold ratios are optimistic, and those at room temperature may be too, since phonon scattering need not be isotropic there either. Near 77 K phonon scattering favours small angles, and a small deflection can carry a grazing electron past the cutoff while it still holds much of its current, which it then loses at a surface. The plateau therefore lies below $(3c-c^3)/2$, and the shift can be large. Take a free-electron Bloch–Grüneisen kernel (normal processes only, treated as elastic, Debye temperature 343 K), with $\lambda$ the transport mean free path and $c=0.3$. The plateau then falls to about 0.19 at 77 K and 0.22 at 293 K. The 10 nm ratios fall to about 0.23 and 0.45, and at 77 K the 5% criterion is met only near 3 nm. Umklapp processes are left out of this kernel, so these figures show the possible size of the shift rather than its value for copper.

Real interconnect films break several of these assumptions, and for 10 nm at room temperature the effects can be sized one at a time. Replacing the sharp cutoff by the smooth law lowers $S$ by 3.5%; the change is this small because the two curves cross between 20 and 10 nm, and at 2 nm it is 29%. Replacing the integral for the plateau share by a sum of $1-u_n^2$ over the 43 subbands, 13 of them below the cutoff, raises that share by 1.2%. The thirteenth lies only just below the cutoff, however; in a film 0.3% thinner it lies above, and the share is about 6% less than the integral gives. Near this thickness the discrete share thus ranges from about 6% below the integral to between 1% and 2% above it. Lowering or raising the normal Fermi speed by 10%, with the cutoff kept at the same scaled direction cosine, changes $S$ by $+2.0\%$ or $-1.7\%$; this is a crude measure of anisotropy and does not represent the necks of copper's Fermi surface.

Grain boundaries can matter far more. In the Mayadas–Shatzkes model the scattering rate is multiplied by $1+\alpha/q$, where $q$ is the direction cosine along the field and $\alpha=(\lambda/D)R/(1-R)$. For an assumed grain size $D=10$ nm and boundary reflection $R=0.3$, $\alpha=1.65$, and the resistivity without surface scattering rises by the factor $1/\left[3\int_0^1q^3dq/(q+\alpha)\right]=3.25$. The surfaces alone give $1/0.559=1.79$. The plateau is thus not a prediction for the total resistivity of a fine-grained line. The cutoff itself is also optimistic: $h=0.10$ nm is about the roughness of a surface with only single atomic steps, since two levels one (100) plane spacing of 0.18 nm apart, at equal coverage, have an rms height of 0.09 nm. Since $c$ varies as $1/h$ in this matching, tripling the roughness puts the cutoff at 0.1 and the plateau at 0.15.
